# Converging phonon sidebands from forces and embedded defect force constants, part 2

A small defect supercell lacks long-wavelength phonons, so its sideband loses the low-energy edge. Its data are therefore transferred to a large cell: relaxed displacements padded with zeros, or forces embedded with the defect force constants. Defect data are kept inside radius $r_c$.

Both electronic states share $\Phi=\Phi_0+\Delta\Phi$, bulk plus defect force constants (equal-mode model), at zero temperature. $F$ is the excited-state force at the ground-state geometry, $u$ the displacement to the excited minimum, $\Phi u=F$, and the relaxation energy is $\tfrac12F\cdot u$. With $M$ the diagonal mass matrix, $D=M^{-1/2}\Phi M^{-1/2}$, $D\eta_\nu=\omega_\nu^2\eta_\nu$ and $q_\nu=\eta_\nu\cdot M^{1/2}u$,

$$q_\nu=\frac{\eta_\nu\cdot M^{-1/2}F}{\omega_\nu^2},\qquad S_\nu=\frac{(\eta_\nu\cdot M^{-1/2}F)^2}{2\hbar\omega_\nu^3}.$$

$S=\sum_\nu S_\nu$, the zero-phonon weight is $e^{-S}$, and $S(E)=\sum_\nu S_\nu\,\delta(E-\hbar\omega_\nu)$. The lineshape, with Gaussian broadening $\sigma$ and $E$ measured from the zero-phonon line, is

$$G(t)=\exp\sum_\nu S_\nu\left(e^{-i\omega_\nu t}-1\right),\qquad A(E)=\frac{1}{2\pi\hbar}\int dt\,e^{iEt/\hbar}\,G(t)\,e^{-\sigma^2t^2/2\hbar^2}.$$

The Kanzaki force $\tilde F=F-\Delta\Phi\,u$ has dipole $P=-3.0397$ eV, with $\tilde F(\mathbf k)\approx-iP\mathbf k$; the bare dipole of $F$ is $P_0=-2.5026$ eV. The continuum displacement is $P\,\hat r/(4\pi C_{11}r^2)$ times $1-4\pi r^3/3V$.

The non-polar model is simple cubic: $a=3$ Å, $m=40$ u, central springs $K=2$ eV/Å² to first and second neighbours, multiplied by $1-0.4\,e^{-(r_m-a/2)/(a/2)}$ at midpoint distance $r_m$ from the defect (in $5^3$ and $7^3$ cells the softening is summed over periodic images). Periodic cells have $N=L^3$ sites and volume $V$. Longitudinal and transverse sound speeds obey $mc_L^2=3Ka^2=54$ eV, $mc_T^2=Ka^2$, $\hbar c_L/a=25.04$ meV.

The excited orbital $\psi$ (defect-site amplitude $\psi_0$) is bound by a well $-U=-8$ eV in a band with hopping $-t(d)$, $t(d)=t\,e^{-\beta(d-a)}$, $t=1$ eV, $\beta=1.5$ Å⁻¹; its force decays as $e^{-2\kappa r}/r^2$. Scaling the electronic energy by $\lambda$ makes the relative difference between $S$ from displacements ($S_{\rm disp}$) and forces ($S_{\rm force}$) linear in $\lambda$ for small $\lambda$.

In the output, `k` is $K$, `gamma` and `ell` are the softening amplitude and length, `M4` is the hexadecapole of the charge change, and `Z*`, `eps_inf` are an illustrative polar host's Born charge and dielectric constant.

## Setting 2: the size of the large cell

The low-energy modes of the defect lattice are $\eta=\eta_0+\delta$, with $\eta_0$ a bulk plane wave; all masses are equal. Subtracting $\Phi_0\eta_0=m\omega^2\eta_0$ from $\Phi\eta=m\omega^2\eta$ gives $(\Phi-m\omega^2)\delta=-\Delta\Phi\,\eta_0$, and to leading order in $\omega$, $\delta=-\Phi^{-1}\Delta\Phi\,\eta_0$. Then $F\cdot\eta=F\cdot\eta_0-u\cdot\Delta\Phi\,\eta_0=\tilde F\cdot\eta_0$, so the coupling is set by $P$ and not by $P_0$; the ratio $(P/P_0)^2=1.48$ is what the defect force constants add at low energy. With $\eta_0=\mathbf e\,e^{i\mathbf k\cdot\mathbf r}/\sqrt N$ the overlap is $iP\,\mathbf k\cdot\mathbf e/\sqrt N$, zero for transverse modes at this order. For longitudinal modes, $\omega=c_Lk$,

$$S_{\mathbf k}=\frac{k^2P^2}{2\hbar mN\omega^3}=\frac{P^2}{2N\,mc_L^2\,\hbar\omega}.$$

The number of longitudinal modes in $d\omega$ is $V4\pi k^2dk/(2\pi)^3=Na^3\omega^2d\omega/(2\pi^2c_L^3)$, so

$$S(E)=\frac{P^2}{4\pi^2\,mc_L^2\,(\hbar c_L/a)^3}\,E=\frac{9.240\,E}{39.48\times54\times(0.02504)^3\ \text{eV}^2}=2.76\times10^{-4}\,\text{meV}^{-2}\,E .$$

The lowest longitudinal shell of an $L^3$ cell has six wave vectors with $k=2\pi/La$ and weight $3P^2/(Nmc_L^2\hbar\omega)$. For $L=31$, $\hbar\omega=5.075$ meV and the weight is $27.72/(29791\times54\times0.005075)=3.395\times10^{-3}$, against $3.413\times10^{-3}$ computed. The ratio is 1.010 at $L=21$, 1.005 at $L=31$ and 1.001 when extrapolated in $1/L^2$.

For the total, put $\mathbf k=2\pi\mathbf n/La$, so that $S_{\mathbf k}=P^2/[4\pi L^2mc_L^2(\hbar c_L/a)\,|\mathbf n|]$. The infinite crystal replaces the sum over $\mathbf n\ne0$ by an integral, and the difference comes from the singular point. Define $-\zeta=\sum'1/|\mathbf n|-\int d^3n/|\mathbf n|$ under a smooth cutoff at large $|\mathbf n|$. Split $1/n=\text{erfc}(\sqrt\pi n)/n+\text{erf}(\sqrt\pi n)/n$. The first part has integral $4\pi\int n\,\text{erfc}(\sqrt\pi n)\,dn=1$. The second is smooth with value 2 at $n=0$, which the primed sum omits, and by Poisson summation its full sum minus its integral is $\sum'_{\mathbf g}e^{-\pi g^2}/\pi g^2$ over integer vectors $\mathbf g$. So $\zeta=3-\sum'[\text{erfc}(\sqrt\pi n)/n+e^{-\pi n^2}/\pi n^2]=2.8373$, and

$$S(\infty)-S(L)=\frac{\zeta P^2}{4\pi\,mc_L^2(\hbar c_L/a)L^2}=\frac{2.8373\times9.240}{4\pi\times54\times0.02504\,L^2}=\frac{1.543}{L^2}.$$

The next term of $S_{\mathbf k}$ carries a further $(ka)^2\propto n^2/L^2$, so this is the leading order in $1/L^2$. It predicts $S(31)-S(21)=1.543\,(1/441-1/961)=1.893\times10^{-3}$; the computed difference is $1.921\times10^{-3}$, 1.5% larger, within a 3% test. In the $31^3$ cell a Gaussian-weighted integral of $S(E)$ with width 6 meV, corrected by the same deficit, is 1.05 times the linear law. At this width only a few shells contribute, so the 5% is not a measured correction to the law in the infinite crystal.

The relaxation energy converges faster. $S_{\mathbf k}\hbar\omega=P^2/(2Nmc_L^2)$ is constant at small $k$, so the omitted $k=0$ term costs one such unit, $\propto L^{-3}$: $9.240/(2\times343\times54)=0.25$ meV for $L=7$, to be compared with the observed gap of $31.180-30.898=0.28$ meV to the $31^3$ cell. A converged Stokes shift therefore does not show that $S$ is converged: the $7^3$ cell is 0.9% low in energy and 3.5% low in $S$, both relative to $31^3$.

For a tolerance $\Delta S$ the leading order asks for $L\approx(1.543/\Delta S)^{1/2}$. The deficits of the $5^3$ and $7^3$ cells found below exceed it by about 26% and 11%, so small cells need a margin above this size. Use it with the coefficient rebuilt from $P$ and $c_L$ of the system at hand; anisotropic hosts or non-cubic defects also couple to transverse waves and change it. A complete low-energy edge asks for more: the lowest longitudinal shell falls below $\sigma=2$ meV only at $L>2\pi\times25.04/2\approx79$. At $L=31$ no longitudinal mode lies below the shell at about 5.075 meV. The next longitudinal shell is $(\sqrt2-1)\times5.075\approx2.1$ meV higher, so the broadening merges the shells, but it does not supply the weight missing below the first one.

## Why padded displacements fail

Let $u_{\rm pad}$ be the small-cell displacement, zero outside, with zero mean. Used as input in the large cell it is the solution of a problem whose Kanzaki force is $\Phi_0u_{\rm pad}$. The dipole of that force is $\sum_ix_i(\Phi_0u_{\rm pad})_{ix}=u_{\rm pad}\cdot\Phi_0X$, where $X$ is the uniform strain field $x_i\hat x$ and $\Phi_0$ is symmetric. In a Bravais lattice the bonds $\pm\mathbf n$ of each atom pull equally and oppositely under uniform strain, so $\Phi_0X=0$ and the dipole vanishes: padding adds forces at the cut that cancel $P$. Directly, $q=\sqrt m\,\eta\cdot u_{\rm pad}\approx ik\sqrt{m/N}\,W$, where $W$ is $\sum u_xx$ plus the contribution of $\delta$, which is also linear in $k$. Dividing by the correct $q=ikP/(\omega^2\sqrt{mN})$ gives $m\omega^2W/P$. The weight is suppressed by $(m\omega^2W/P)^2\propto L^{-4}$ and $S(E)\propto E^5$, for wavelengths much longer than the small cell. With $7^3$ displacements the lowest shell keeps $3.18\times10^{-2}$ of its weight at $L=21$ and $7.14\times10^{-3}$ at $L=31$, an exponent $\ln4.46/\ln(31/21)=3.84$, tested against 4 within 0.4.

## Setting 3: sum rules

A truncated force field can leave a net force $f$. In the bulk lattice the overlap is then $\mathbf f\cdot\mathbf e/\sqrt N$ with no factor $k$, and $S_{\mathbf k}=(\mathbf f\cdot\mathbf e)^2/(2\hbar mN\omega^3)$. The angular average of $(\mathbf f\cdot\mathbf e)^2$ is $f^2/3$ for each of the three branches. Multiplying by the mode counts gives

$$S(\omega)\,d\omega=\frac{f^2a^2}{12\pi^2}\left[\frac{1}{mc_L^2\,\hbar c_L/a}+\frac{2}{mc_T^2\,\hbar c_T/a}\right]\frac{d\omega}{\omega},$$

so $S$ grows as $\ln L$ and has no limit. With $c_T=c_L/\sqrt3$ the second term is $6\sqrt3$ times the first. For $f=0.01$ eV/Å, doubling $L$ adds $7.60\times10^{-6}\times0.7396\,(1+10.39)\ln2=4.44\times10^{-5}$, and the lattice sums for $L=32$ and 64 differ by $4.44\times10^{-5}$. The effect scales as $f^2$ and is small at this $f$; subtracting the mean from the forces inside $r_c$ makes the net force vanish over a region small compared with the wavelength and restores the factor $k$ in the overlap. Subtracting it over the whole large cell changes only the $k=0$ component, which these lattice sums already omit, and leaves the $\ln L$ growth.

The acoustic sum rule $\sum_j\Phi_{ij}=0$ breaks if diagonal blocks are copied from the small cell while the couplings to atoms beyond $r_c$ come from the bulk. A uniform translation by a unit length then has stiffness $\sum_{ij}\Delta\Phi_{ix,jx}$, here $-1.2435$ eV/Å², negative because the copied diagonal blocks contain softened springs whose partners were dropped. By the variational principle the lowest $\omega^2$ is at most this value divided by $Nm$, so the $31^3$ cell has an imaginary mode with $|\hbar\omega|\ge25.04\,[1.2435\times9/(29791\times54)]^{1/2}=0.066$ meV. This is a lower bound, not the frequency.

## The procedure and the radius $r_c$

1. In the small cell compute $F$ and $\Delta\Phi=\Phi_{\rm defect}-\Phi_{\rm bulk}$, both matrices in that same cell.
2. Keep blocks $\Delta\Phi_{ij}$, $i\neq j$, with both atoms inside $r_c$; here $r_c=(L_s-1)a/2$ for a small cell of side $L_s$. Drop pairs that are neighbours through the cell boundary, such as $(3,0,0)$ and $(-3,0,0)$ in $7^3$, since they are $6a$ apart in the large cell.
3. Set $\Delta\Phi_{ii}=-\sum_{j\ne i}\Delta\Phi_{ij}$ and add the result to the large bulk matrix. For central springs each block is symmetric and the matrix stays symmetric; otherwise check this.
4. Copy $F$ inside $r_c$ and subtract its mean over the atoms inside $r_c$.
5. Run the Lanczos recursion on $D$ from $f_0=M^{-1/2}F$, projecting out translations at each step. After $n$ steps the tridiagonal matrix $T$ satisfies $f_0\cdot D^pf_0=|f_0|^2(T^p)_{11}$ for $p\le2n-1$, for the following reason. With $Q$ the $n$ orthonormal Lanczos vectors, $DQ=QT+\beta_nq_{n+1}e_n^T$ with $q_{n+1}$ orthogonal to them. $T$ is tridiagonal, so $e_n^TT^je_1=0$ for $j<n-1$; hence $D^jf_0=|f_0|QT^je_1$ for $j\le n-1$, and $D^nf_0$ equals $|f_0|QT^ne_1$ plus a multiple of $q_{n+1}$. The products $D^if_0\cdot D^jf_0$ with $i\le n-1$, $j\le n$ then equal $|f_0|^2(T^{i+j})_{11}$. Its eigenvalues $\omega_j^2$ and weights $w_j=|f_0|^2y_{1j}^2$, with $y_j$ the eigenvectors of $T$, form a Gauss quadrature of the force spectrum, and $S_j=w_j/(2\hbar\omega_j^3)$ enters $G(t)$.

Against full diagonalization of the $7^3$ cell the Lanczos $S$ agrees within a relative $10^{-8}$, and in $31^3$ the first moment of $A$ equals $\tfrac12F\cdot u=31.180$ meV from an independent linear solve.

The reference is the direct $31^3$ calculation. It is harmonic, equal-mode, independent-electron, non-polar and finite; adding $1.543/961$ gives the estimate $S(\infty)=0.9608$, $e^{-S}=0.3826$. The distance is $L_1=\int|A-A_{\rm ref}|\,dE$ at $\sigma=2$ meV, at most 2. The padded displacements, here and in the shell ratios above, are projected on the modes of the large cell with the $7^3$ force constants embedded, so the padded and embedded $7^3$ rows differ only in the input.

| input | $S$ | $e^{-S}$ | $L_1$ |
|---|---|---|---|
| bare $5^3$ | 0.8829 | 0.4136 | 0.210 |
| bare $7^3$ | 0.9259 | 0.3962 | 0.084 |
| padded $u$, $7^3$ | 0.9239 | 0.3970 | 0.063 |
| embedded $F$, $5^3$ | 0.9397 | 0.3908 | 0.027 |
| embedded $F$, $7^3$ | 0.9588 | 0.3834 | 0.001 |
| direct $31^3$ | 0.9592 | 0.3832 | 0 |

Relative to the reference, $S$ is low by 8.0% and 3.5% in the bare cells, 3.7% with padding, and 2.0% and 0.045% with embedding. The bare deficits from $S(\infty)$, 0.078 and 0.035, exceed the leading-order $1.543/25=0.062$ and $1.543/49=0.031$. In $S$ and $L_1$ the embedded $5^3$ data already beat the bare $7^3$ cell, though not in relaxation energy (30.697 against 30.898 meV, reference 31.180 meV), and their 2.0% error in $S$ shows that the $5^3$ data cut at $r_c=2a$ are not converged. This cut drops the forces from $(2,1,0)$ outward and the softening of all springs that reach beyond $r_c$. The nearest such spring, from $(1,0,0)$ to $(2,1,0)$ with $r_m=1.58a$, is softened by $0.4e^{-2.16}=0.046$. The output does not separate the lost forces, the lost springs and the image overlap in the small cell. The radius has to cover both $F$ and $\Delta\Phi$, since $P$ depends on both, and is converged by raising it until $S$ stops moving.

One check remains that no cell size replaces. Relaxing the $5^3$ cell on the full nonlinear excited surface gives $S_{\rm disp}/S_{\rm force}-1=0.00686$, 0.01382 and 0.157 for $\lambda=0.05$, 0.1 and 1. The first two stand in the ratio 2.01, the linear law. At full coupling the two inputs differ by 16% of $S_{\rm force}$, more than any finite-size error in the table. Computing both in the small cell indicates how far the equal-mode model departs from the actual surfaces. The difference is not an error bound, since no unequal-mode result is computed here, but an ambiguity of this size in $S$ is not removed by converging the embedding.

## Table of computed values

```
inputs: a=3.0 A, m=40.0 u, k=2.0 eV/A^2, gamma=0.4, ell=0.5 a
inputs: t=1.0 eV, U=8.0 eV, beta=1.5 1/A, sigma=2.0 meV
C11=2.0000 eV/A^3, m cL^2=54.00 eV, hbar cL/a=25.040 meV
cL=11.413 km/s, max hbar w (64^3 grid)=50.08 meV
bound level E=-8.78962 eV, psi0^2=0.89015, kappa a=1.5197
force decay per site: measured 3.0804, 2 kappa a=3.0394
r=1 a on axis: F_x=-3.4491e-01 eV/A, u_x=-2.9728e-02 A
r=2 a on axis: F_x=-6.3901e-03 eV/A, u_x=-6.5353e-03 A
r=3 a on axis: F_x=-1.3590e-04 eV/A, u_x=-2.0214e-03 A
r=4 a on axis: F_x=-3.2895e-06 eV/A, u_x=-1.0273e-03 A
r=8 a on axis: F_x=-2.9364e-12 eV/A, u_x=-2.2099e-04 A
r=12 a on axis: F_x=-5.8854e-18 eV/A, u_x=-9.3074e-05 A
bare dipole P0=-2.5026 eV, Kanzaki dipole P=-3.0397 eV
u(12a)/continuum=1.0256, decay exponent of u (8a to 16a)=2.081
hexadecapole M4=-0.06413 e a^4; polar tail for Z*=2, eps_inf=5, r=20a:
  charged -1.600e-03, dipole 1.728e-04, cubic neutral -3.208e-09 eV/A
nonlinear 5^3, lambda=1.0: S_disp/S_force-1=0.15683
nonlinear 5^3, lambda=0.1: S_disp/S_force-1=0.01382
nonlinear 5^3, lambda=0.05: S_disp/S_force-1=0.00686
low-frequency slope S(E)/E=2.7605e-04 meV^-2; test ratio at w0=6.0 meV: 1.0527
L=21: hbar cL k=7.492 meV, shell S=7.4730e-03, /formula=1.0101, padded/direct=3.184e-02
L=31: hbar cL k=5.075 meV, shell S=3.4126e-03, /formula=1.0052, padded/direct=7.136e-03
shell ratio extrapolated=1.0010, suppression exponent=3.840
zeta=2.837297, S(inf)-S(L)=1.5429/L^2
S(21)=0.95726, S(31)-S(21)=1.9207e-03, formula 1.8931e-03
S(inf) estimate=0.96078, exp(-S)=0.38259
relaxation energy F.u/2=31.1797 meV, first moment=31.1797 meV
bare 5^3: S=0.88287, exp(-S)=0.41359, Erel=30.242 meV, L1=0.2104
bare 7^3: S=0.92593, exp(-S)=0.39616, Erel=30.898 meV, L1=0.0836
padded u 7^3: S=0.92385, exp(-S)=0.39699, Erel=30.887 meV, L1=0.0634
embedded F 5^3: S=0.93970, exp(-S)=0.39075, Erel=30.697 meV, L1=0.0269
embedded F 7^3: S=0.95875, exp(-S)=0.38337, Erel=31.171 meV, L1=0.0014
direct 31^3: S=0.95918, exp(-S)=0.38321, Erel=31.180 meV, L1=0.0000
no ASR: translation stiffness=-1.2435 eV/A^2, imaginary hbar w>=0.0660 meV
net force 0.01 eV/A: S(64)-S(32)=4.4418e-05, formula 4.4377e-05
```
